\section*{The Nielsen-Martin stress theorem: stress from a single ground state, part 1}

(Sections cited here and not found follow in the later parts.)

\section{A decision about a unit cell}

\noindent Q: I have the ground state of a crystal for one choice of unit cell, and I must decide what to do with the cell: enlarge it, shrink it, shear it, or accept it as the equilibrium cell at the pressure I want. The direct way is to deform the cell along each of the six independent strains, forwards and backwards, and to solve twelve new ground-state problems. I am told that the one ground state I already have fixes all six derivatives. I doubt it, since the wave function must change when the cell changes.

\medskip\noindent A: The one ground state is enough. We use Hartree atomic units ($\hbar=m_e=e=4\pi\epsilon_0=1$), write $\Omega$ for the volume and $U$ for the potential energy, and keep the letter $V$ out of the formulas because it is used for both. A homogeneous strain moves every point according to
\begin{equation}
r_\alpha\to \sum_\beta S_{\alpha\beta}\,r_\beta ,\qquad S_{\alpha\beta}=\delta_{\alpha\beta}+\epsilon_{\alpha\beta},
\end{equation}
with a constant real matrix $\epsilon$, small enough that $\det S>0$. If $E(\epsilon)$ is the ground-state energy of the strained system, the stress is defined by
\begin{equation}
\Omega\,\sigma_{\alpha\beta}=\left.\frac{\partial E}{\partial\epsilon_{\alpha\beta}}\right|_{\epsilon=0},\qquad P=-\tfrac13\sum_\alpha\sigma_{\alpha\alpha}.
\label{eq:def}
\end{equation}
A positive $\sigma_{xx}$ means that stretching along $x$ costs energy, so the cell is under tension and would shorten if released. The opposite sign convention is also in use, and a printed stress should be checked against this sentence before it is acted on. The Nielsen-Martin stress theorem states that
\begin{equation}
\Omega\,\sigma_{\alpha\beta}=-\left(2T_{\alpha\beta}+U_{\alpha\beta}\right),
\label{eq:theorem}
\end{equation}
where the kinetic tensor $T_{\alpha\beta}$ and the virial tensor $U_{\alpha\beta}$ are expectation values in the unstrained ground state. Your decision follows from it. A step $\epsilon=-\lambda\sigma$ with small $\lambda>0$ changes the energy by $-\lambda\Omega\sum_{\alpha\beta}\sigma_{\alpha\beta}^2$, which is negative, so it goes downhill. At an external pressure $P_{\rm ext}$ the enthalpy $E+P_{\rm ext}\Omega$ must be stationary. The volume of the strained cell is $\Omega\det S$, and $\det(1+\epsilon)=1+\sum_\alpha\epsilon_{\alpha\alpha}+O(\epsilon^2)$, because every term of the determinant other than the product of the diagonal entries contains at least two off-diagonal entries. Hence $\partial\Omega/\partial\epsilon_{\alpha\beta}=\Omega\delta_{\alpha\beta}$, and the cell is accepted when $\sigma_{\alpha\beta}=-P_{\rm ext}\delta_{\alpha\beta}$.

\section{Straining the wave function}

\noindent Q: Then say exactly what is strained. The Hamiltonian of electrons and nuclei contains no cell.

\medskip\noindent A: Take $N$ quantum particles with masses $m_i$ and
\begin{equation}
H=\sum_{i=1}^N\frac{\mathbf p_i^2}{2m_i}+U(\mathbf r_1,\dots,\mathbf r_N;\mathcal C),\qquad \mathbf p_i=-i\nabla_i .
\end{equation}
The symbol $\mathcal C$ stands for the geometric data that are not dynamical: the lattice vectors $\mathbf a_k$ of a periodic cell, the positions $\mathbf R_I$ of clamped nuclei. Nuclei treated as quantum particles are counted among the $N$. The strained system has $\mathbf a_k\to S\mathbf a_k$ and $\mathbf R_I\to S\mathbf R_I$, so that the fractional coordinates of clamped nuclei stay fixed; call these data $S\mathcal C$ and the Hamiltonian $H_\epsilon$. The wave functions of the strained system obey boundary conditions on the strained cell. The cell therefore enters twice, through $U$ and through the set of functions on which $H_\epsilon$ acts. I assume that the ground state at $\epsilon=0$ is nondegenerate and that $E(\epsilon)$ is differentiable there.

\medskip\noindent Q: The second entry is my difficulty. $H_\epsilon$ and $H_0$ act on different spaces of functions, so the difference $H_\epsilon-H_0$ has no meaning and perturbation theory cannot start.

\medskip\noindent A: That is correct, and it is repaired by a map between the two spaces. For any function $\Psi$ on the unstrained cell define
\begin{equation}
(D_S\Psi)(\mathbf r_1,\dots,\mathbf r_N)=(\det S)^{-N/2}\,\Psi(S^{-1}\mathbf r_1,\dots,S^{-1}\mathbf r_N).
\label{eq:D}
\end{equation}
Three properties are needed. The first is that scalar products are kept. Substitute $\mathbf r_i=S\mathbf r_i'$, for which $d^3r_i=\det S\,d^3r_i'$ and $\mathbf r_i'$ runs over the unstrained cell:
\begin{align}
\langle D_S\Phi|D_S\Psi\rangle&=(\det S)^{-N}\int\prod_i d^3r_i\;\Phi^*(S^{-1}\mathbf r)\,\Psi(S^{-1}\mathbf r)\nonumber\\
&=(\det S)^{-N}(\det S)^{N}\int\prod_i d^3r_i'\;\Phi^*(\mathbf r')\Psi(\mathbf r')=\langle\Phi|\Psi\rangle .
\end{align}
The second is that the boundary conditions are carried along. Shifting $\mathbf r_i$ by the strained lattice vector $S\mathbf a_k$ shifts the argument $S^{-1}\mathbf r_i$ by $\mathbf a_k$, so $D_S\Psi$ is periodic on the strained cell if $\Psi$ is periodic on the old one. If $\Psi$ acquires a phase under the shift, $D_S\Psi$ acquires the same phase, so twisted boundary conditions are covered when the phase is held fixed. All particles are treated alike and spin is untouched, so exchange symmetry is kept. The third is that $D_{S^{-1}}$ undoes $D_S$. The map is thus unitary from the old space onto the new one, and the operator
\begin{equation}
\tilde H(\epsilon)=D_S^{-1}H_\epsilon D_S
\end{equation}
has the spectrum of $H_\epsilon$ while acting on the unstrained space for every $\epsilon$.

\medskip\noindent Q: What does $\tilde H$ look like?

\medskip\noindent A: For a multiplicative operator $f(\mathbf r)$, the function $fD_S\Psi$ is $(\det S)^{-N/2}f(\mathbf r)\Psi(S^{-1}\mathbf r)$. Applying $D_S^{-1}$ replaces $\mathbf r$ by $S\mathbf r$ and removes the prefactor, which leaves $f(S\mathbf r)\Psi(\mathbf r)$. For the momentum of one particle use the chain rule with $r'_a=\sum_c(S^{-1})_{ac}r_c$:
\begin{equation}
\frac{\partial}{\partial r_c}\Psi(S^{-1}\mathbf r)=\sum_a\frac{\partial r_a'}{\partial r_c}\,(\partial_a\Psi)(S^{-1}\mathbf r)=\sum_a(S^{-1})_{ac}\,(\partial_a\Psi)(S^{-1}\mathbf r).
\end{equation}
Therefore $D_S^{-1}p_cD_S=\sum_a(S^{-1})_{ac}p_a$, which is the $c$ component of $S^{-T}\mathbf p$, with $S^{-T}$ the transpose of the inverse. Positions are multiplied by $S$, momenta by $S^{-T}$, and the product $\mathbf p\cdot\mathbf r$ is unchanged. Squaring and summing over $c$ gives $\sum_{ab}\sum_c(S^{-1})_{ac}(S^{-1})_{bc}\,p_ap_b=\sum_{ab}(S^{-1}S^{-T})_{ab}\,p_ap_b$, so
\begin{equation}
\tilde H(\epsilon)=\sum_i\sum_{ab}(S^{-1}S^{-T})_{ab}\frac{p_{ia}p_{ib}}{2m_i}+U(S\mathbf r_1,\dots,S\mathbf r_N;S\mathcal C).
\label{eq:Htilde}
\end{equation}
This is exact for finite strain.

\section{Why relaxation of the state does not matter}

\noindent Q: Now my first doubt returns. The strained function $D_S\Psi$ is not the ground state of the strained system. An atomic core does not stretch by one per cent when the lattice does.

\medskip\noindent A: It does not, and the error in the wave function is of first order in $\epsilon$. The error in the energy is of second order. Let $\Psi$ be the normalized ground state at $\epsilon=0$ and define the trial energy
\begin{equation}
\bar E(\epsilon)=\langle D_S\Psi|H_\epsilon|D_S\Psi\rangle=\langle\Psi|\tilde H(\epsilon)|\Psi\rangle .
\end{equation}
$D_S\Psi$ is normalized and belongs to the strained space, so the variational principle gives $\bar E(\epsilon)\ge E(\epsilon)$ for all $\epsilon$, with equality at $\epsilon=0$. The difference $\bar E-E$ is never negative and vanishes at $\epsilon=0$, so it has a minimum there. Both functions being differentiable, the gradient of the difference vanishes at the minimum:
\begin{equation}
\left.\frac{\partial E}{\partial\epsilon_{\alpha\beta}}\right|_0=\left.\frac{\partial\bar E}{\partial\epsilon_{\alpha\beta}}\right|_0=\Big\langle\Psi\Big|\frac{\partial\tilde H}{\partial\epsilon_{\alpha\beta}}\Big|_0\Big|\Psi\Big\rangle .
\label{eq:HF}
\end{equation}
This is the Hellmann-Feynman theorem for $\tilde H$. The contraction of the core back to its own size lowers $\bar E$ to $E$ by an amount quadratic in $\epsilon$. That amount matters for elastic constants, which are second derivatives and cannot be had from $\Psi$ alone, and it drops out of the stress.

\medskip\noindent Q: Where did you need nondegeneracy?

\medskip\noindent A: In the differentiability of $E$. If two states $\Psi_1$ and $\Psi_2$ share the lowest energy, each gives an upper bound $\bar E_k(\epsilon)$ that touches $E$ at zero strain. If their slopes along some strain differ, a differentiable $E$ would have to equal both slopes by the argument above, which is impossible. Then $E$ has a kink, its one-sided slopes are the extreme eigenvalues of $\partial\tilde H/\partial\epsilon$ within the degenerate subspace, and no single stress tensor exists. This is the Jahn-Teller situation for a strain that lowers the symmetry.

\section{The two tensors}

\noindent Q: Differentiate, then, and let me see where the factor 2 comes from.

\medskip\noindent A: Define
\begin{equation}
T_{ab}=\sum_i\frac{\langle p_{ia}p_{ib}\rangle}{2m_i},\qquad \sum_aT_{aa}=T .
\end{equation}
It is symmetric because momentum components commute. From (\ref{eq:Htilde}) the kinetic energy of the strained state is
\begin{equation}
\bar T(\epsilon)=\sum_{ab}(S^{-1}S^{-T})_{ab}\,T_{ab}.
\label{eq:Tfinite}
\end{equation}
Since $(1+\epsilon)(1-\epsilon)=1-\epsilon^2$, we have $S^{-1}=1-\epsilon+O(\epsilon^2)$, and $S^{-1}S^{-T}=1-\epsilon-\epsilon^T+O(\epsilon^2)$. Then
\begin{equation}
\bar T=T-\sum_{ab}(\epsilon_{ab}+\epsilon_{ba})T_{ab}+O(\epsilon^2),\qquad
\frac{\partial\bar T}{\partial\epsilon_{\alpha\beta}}=-T_{\alpha\beta}-T_{\beta\alpha}=-2T_{\alpha\beta}.
\label{eq:dT}
\end{equation}
The factor 2 counts the two momenta in the kinetic energy, each of which shrinks when the system is stretched. For any unit vector $\mathbf n$, $\sum_{ab} n_aT_{ab}n_b=\sum_i\langle(\mathbf n\cdot\mathbf p_i)^2\rangle/2m_i\ge0$, so the kinetic term always lowers the energy on stretching: it pushes outward in every direction.

The virial tensor is defined as minus the derivative of the potential part,
\begin{equation}
U_{\alpha\beta}=-\Big\langle\frac{\partial}{\partial\epsilon_{\alpha\beta}}U(S\mathbf r;S\mathcal C)\Big|_0\Big\rangle .
\label{eq:Udef}
\end{equation}
Inserting (\ref{eq:dT}) and (\ref{eq:Udef}) in (\ref{eq:HF}) gives the theorem (\ref{eq:theorem}).

\medskip\noindent Q: With that definition half of the theorem is a tautology. What is $U_{\alpha\beta}$ in terms of forces?

\medskip\noindent A: Consider first a finite collection of particles, with no lattice, and let the index $i$ now run over clamped nuclei as well. With $y_{ia}=r_{ia}+\sum_b\epsilon_{ab}r_{ib}$ we have $\partial y_{ia}/\partial\epsilon_{\alpha\beta}=\delta_{a\alpha}r_{i\beta}$, and the chain rule gives
\begin{equation}
U_{\alpha\beta}=-\sum_i\Big\langle r_{i\beta}\frac{\partial U}{\partial r_{i\alpha}}\Big\rangle=\sum_i\langle r_{i\beta}F_{i\alpha}\rangle ,
\label{eq:rF}
\end{equation}
the tensor form of the Clausius virial, with $F_{i\alpha}=-\partial U/\partial r_{i\alpha}$. For central pair potentials, $U=\frac12\sum_{i\ne j}v_{ij}(r_{ij})$ with $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, each separation is strained as a vector. For one separation,
\begin{equation}
|S\mathbf r|^2=r^2+2\sum_{ab}r_a\epsilon_{ab}r_b+O(\epsilon^2),
\end{equation}
and differentiating both sides gives $2r\,\partial|S\mathbf r|/\partial\epsilon_{\alpha\beta}=2r_\alpha r_\beta$, so that
\begin{equation}
\frac{\partial v(|S\mathbf r|)}{\partial\epsilon_{\alpha\beta}}=v'(r)\frac{r_\alpha r_\beta}{r},\qquad
U_{\alpha\beta}=-\frac12\sum_{i\neq j}\Big\langle v_{ij}'(r_{ij})\frac{r_{ij\alpha}r_{ij\beta}}{r_{ij}}\Big\rangle .
\label{eq:pair}
\end{equation}
For the Coulomb interaction $v=q_iq_j/r$ and $v'=-q_iq_j/r^2$, so
\begin{equation}
U_{\alpha\beta}=\frac12\sum_{i\ne j}q_iq_j\Big\langle\frac{r_{ij\alpha}r_{ij\beta}}{r_{ij}^3}\Big\rangle .
\label{eq:coul}
\end{equation}
A repelling pair gives a positive contribution along the line that joins it and so pushes outward along that line; an attracting pair pulls inward. The kernel diverges only as $1/r$ at contact, like the potential itself, so the expectation value exists whenever $\langle U\rangle$ does.

\medskip\noindent Q: The matrix $\epsilon$ has nine entries and I counted six strains.

\medskip\noindent A: An antisymmetric $\epsilon$ is an infinitesimal rotation, since $S^TS=1+\epsilon+\epsilon^T+O(\epsilon^2)=1+O(\epsilon^2)$ keeps all lengths to first order. Both (\ref{eq:dT}) and (\ref{eq:pair}) are symmetric in $\alpha\beta$, so $\sum\sigma_{\alpha\beta}\epsilon_{\alpha\beta}$ vanishes for antisymmetric $\epsilon$, and a rigid rotation costs nothing. For forces that are not pairwise the same holds whenever $U$ is unchanged by rotating all particles and $\mathcal C$ together: the first-order change $-\sum U_{\alpha\beta}\epsilon_{\alpha\beta}$ must vanish for each antisymmetric $\epsilon$, which forces $U_{\alpha\beta}=U_{\beta\alpha}$. One trap lies here. The definition (\ref{eq:def}) treats the nine entries as independent. A symmetric shear with $\epsilon_{xy}=\epsilon_{yx}=h$ changes the energy by $2\Omega\sigma_{xy}h$, and forgetting this doubles the shear stresses found by finite differences.

One nondegenerate ground state thus fixes the whole stress tensor through its kinetic and virial tensors, and the virial tensor has been found explicitly for finite systems with pair forces. It remains to treat the periodic crystal with its Coulomb sums, the trace and the pressure, and the effects of walls, finite bases and internal coordinates, and then to test the theorem on numerical examples.
